# Locating the Anderson Transition with Lyapunov Exponents and Periodic QR

## 1. The exponent that disappears

Multiply the transfer matrices of a disordered bar with a $4\times4$ cross-section, and restore the orthogonality of the columns every 60 slices. For one sample the smallest positive exponent comes out as $0.984$ per site. With orthogonalization every 2 slices, the same sample and the same starting vectors give $0.413$. The localization length, its inverse, is wrong by more than a factor of two, and no overflow or warning signals the fault.

The cause is loss of information. Every column of the product turns towards the fastest-growing direction. The slowest growth, which sets the localization length, survives only in small differences between large, nearly parallel columns. Once these differences fall below rounding error, a later orthogonalization cannot recover them.

Periodic QR factorization prevents the loss. The exponents of bars of several widths then locate the metal–insulator transition, but with two kinds of error: sampling error, which longer bars reduce, and finite-width bias, which they do not.

## 2. Transfer matrix and paired exponents

Consider one electron on a cubic lattice with nearest-neighbour hopping $-t$. The site energies are independent and uniform in $[-W/2,W/2]$. Energies are measured in $t$ and lengths in lattice constants, so $t=1$ in the equations. The cross-section is $M\times M$ with periodic sides, $M\ge3$, and there are $N=M^2$ channels.

Let $\psi_n$ hold the $N$ amplitudes on slice $n$, and let $H_n$ contain the site energies and the hopping within that slice. The Schrödinger equation is

$$E\psi_n=H_n\psi_n-\psi_{n+1}-\psi_{n-1}.$$

Solving for the next slice, with $D_n=H_n-E$, gives

$$\psi_{n+1}=D_n\psi_n-\psi_{n-1},$$

$$\begin{pmatrix}\psi_{n+1}\\ \psi_n\end{pmatrix}
=T_n\begin{pmatrix}\psi_n\\ \psi_{n-1}\end{pmatrix},\qquad
T_n=\begin{pmatrix}D_n&-1\\1&0\end{pmatrix}.$$

Let $P_L=T_L\cdots T_1$ have singular values $s_1\ge\dots\ge s_{2N}$. The Lyapunov exponents are

$$\gamma_i=\lim_{L\to\infty}\frac1L\ln s_i(P_L).$$

For independent slices with bounded energies, the multiplicative ergodic theorem guarantees that these limits exist and are the same for almost every sample.

The exponents occur in opposite pairs. Define $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. Since $D_n$ is real and symmetric,

$$JT_n=\begin{pmatrix}1&0\\-D_n&1\end{pmatrix},$$

$$T_n^TJT_n=\begin{pmatrix}D_n&1\\-1&0\end{pmatrix}
\begin{pmatrix}1&0\\-D_n&1\end{pmatrix}
=\begin{pmatrix}0&1\\-1&0\end{pmatrix}=J.$$

Applying this identity factor by factor gives $P_L^TJP_L=J$, hence $P_L^{-1}=J^{-1}P_L^TJ$. Because $J$ is orthogonal, $P_L^{-1}$ has the singular values of $P_L^T$, which are those of $P_L$. But the singular values of $P_L^{-1}$ are also $1/s_i$. Thus $s$ and $1/s$ occur together, and so do $\gamma$ and $-\gamma$.

It is therefore enough to follow $N$ columns. The last of the $N$ leading exponents is $\gamma_{\min}$, and $\lambda_M=1/\gamma_{\min}$ is the localization length of the bar. In a test with $M=3$, $W=16.5\,t$, $E=0$ and 4000 slices, all 18 exponents were computed. The central pair was $-0.5266$ and $0.5255$, and no pair sum exceeded $1.1\times10^{-3}$ in magnitude. The pairing of QR estimates is approximate at finite length because the random starting frame lacks the pair structure. It leaves end terms of fixed size, which are divided by $L$.

A clean bar provides an analytic case. A transverse mode of energy $E_\perp$ has solutions $\psi_n=\phi\lambda^n$. Substitution and division by $\lambda^n$ give

$$\lambda+\lambda^{-1}=E_\perp-E.$$

If $|E_\perp-E|<2$, then $|\lambda|=1$ and the exponent is zero: the mode propagates. If $|E_\perp-E|>2$, then $|\lambda|=e^{\pm\gamma}$ with

$$2\cosh\gamma=|E_\perp-E|.$$

For $M=4$ the largest transverse energy is $4$. At $E=7$ it gives $\cosh\gamma=3/2$, so $\gamma=\ln(3/2+\sqrt{5}/2)=0.962424$. The QR calculation reproduced all 16 exponents with a largest absolute error of $1.0\times10^{-15}$.

## 3. Periodic QR

Begin with a $2N\times N$ matrix $Q_0$ whose columns are orthonormal. Let $A_j$ be the product of the $q$ transfer matrices in block $j$. After each block, factor

$$A_jQ_{j-1}=Q_jR_j,$$

where $Q_j$ has orthonormal columns and $R_j$ is upper triangular. Repeated substitution gives

$$A_K\cdots A_1Q_0=Q_KR_K\cdots R_1.$$

A product of upper triangular matrices is upper triangular, and its diagonal entries are products of the separate diagonal entries. The first $k$ columns on the left therefore span a volume

$$V_k=\prod_{j=1}^K\prod_{i=1}^k|(R_j)_{ii}|.$$

The largest factor by which $P_L$ can multiply a $k$-dimensional volume is $s_1\cdots s_k$. A generic starting frame overlaps the corresponding directions, and that overlap changes $\ln V_k$ by an amount that does not grow in proportion to $L$. Consequently

$$\frac1L\ln V_k\longrightarrow\gamma_1+\cdots+\gamma_k.$$

Subtracting the result for $k-1$ from that for $k$ leaves

$$\gamma_k=\lim_{K\to\infty}\frac1{Kq}\sum_{j=1}^K\ln|(R_j)_{kk}|.$$

In exact arithmetic the interval $q$ has no effect, because the triangular factor of the whole product is fixed up to signs. In floating-point arithmetic, rounding noise is about $\epsilon=2.2\times10^{-16}$ relative to the largest component. A necessary condition is therefore

$$\epsilon\,e^{(\gamma_{\max}-\gamma_{\min})q}\ll1,
\qquad\text{so that}\qquad
(\gamma_{\max}-\gamma_{\min})q<-\ln\epsilon\simeq36,$$

with a margin of ten units or more: the error grows continuously as the bound is approached, and a product just under 36 already spoils the second decimal of $\gamma_{\min}$. The sample of Section 1 has $W=16.5\,t$, 960 slices, $\gamma_{\max}=1.604$ and $\gamma_{\min}=0.413$. The spread is $1.191$. For $q=10$ the exponent in the condition is $11.9$, well below 36, and the result agrees with that for $q=2$ to the eight printed decimals. For $q=60$ it is $71.5$, and the condition fails.

The size of the wrong answer can be estimated. If the last column contains nothing but rounding noise, its diagonal entry is about $\epsilon e^{\gamma_{\max}q}$, and the apparent exponent is

$$\gamma_{\rm app}\approx\gamma_{\max}+\frac{\ln\epsilon}{q}
\approx1.604-\frac{36}{60}=1.00.$$

The computed value was $0.984$. The failed calculation thus measures mainly the fastest exponent and the machine precision.

A bound helps in choosing $q$ beforehand. At $E=0$, $\|D_n\|\le W/2+4$, and separating $D_n$ from the two unit blocks gives $\|T_n\|\le W/2+5$. Hence $\gamma_{\max}\le\ln(W/2+5)$. At $W=19\,t$ this is $\ln14.5=2.67$, so the mean spread over ten slices is below $27$. Local fluctuations can exceed the mean, which is a reason to keep a margin and to repeat a sample with a shorter interval.

## 4. The same exponent from a Green function

The exponent has a direct physical meaning. Take a finite bar of $L$ slices with open ends and Hamiltonian $H$. Let $\Psi_n$ be $N\times N$ matrices that obey the recursion from $\Psi_0=0$ and $\Psi_1=1$. Rows $1$ to $L-1$ of $(H-E)\Psi$ vanish. The last row lacks the term $-\Psi_{L+1}$, so it equals

$$D_L\Psi_L-\Psi_{L-1}=\Psi_{L+1}.$$

With $e_L$ denoting the unit block on slice $L$,

$$(H-E)\Psi=e_L\Psi_{L+1}.$$

Multiply by $G=(H-E)^{-1}$ and read the first block:

$$1=G_{1L}\Psi_{L+1},\qquad G_{1L}=\Psi_{L+1}^{-1}.$$

The largest singular value of $G_{1L}$ is the inverse of the smallest one of $\Psi_{L+1}$. Apart from end factors that do not vary exponentially with $L$, $\|G_{1L}\|$ decays as $e^{-\gamma_{\min}L}$. The smallest exponent governs transmission because the least attenuated channel survives longest.

There is also an identity without end corrections. Replace the first block column of the unit matrix by $\Psi$, and call the result $B$. It is lower triangular with unit diagonal, so $\det B=1$. The first block column of $(H-E)B$ is $e_L\Psi_{L+1}$. Moving the last block row to the top gives the sign $(-1)^{N^2(L-1)}$. The remaining block is lower triangular with diagonal blocks $-1$, and its determinant is $(-1)^{N(L-1)}$. Since $N^2+N$ is even, the signs cancel:

$$\det(H-E)=\det\Psi_{L+1}.$$

Start the QR calculation from $Q_0=\begin{pmatrix}1\\0\end{pmatrix}$, which expresses $\Psi_1=1$ and $\Psi_0=0$. If $Q_u$ is the upper half of the final frame, then $\Psi_{L+1}=Q_uR_K\cdots R_1$, and

$$\ln|\det(H-E)|=\sum_{j,i}\ln|(R_j)_{ii}|+\ln|\det Q_u|.$$

This was tested on 24 bars with $M=3$, $L=50$ and $W=16.5\,t$, with the left side from dense matrices. The largest difference was $8.3\times10^{-12}$. For the same bars, the decay of the dense Green function between lengths 20 and 50 gave $0.5079$ per site, and QR gave $0.5152$. The difference is $1.4\%$ of the QR value. An end term of order one divided by 30 slices would be about $0.03$ for a single bar, so a difference of $0.007$ is unsurprising.

## 5. Sampling error

Let $S_L$ be the accumulated logarithm for $\gamma_{\min}$, and let $C_k$ be the covariance of increments $k$ slices apart. After the starting stretch,

$$\operatorname{Var}S_L=LC_0+2\sum_{k=1}^{L-1}(L-k)C_k.$$

If $C_k$ decays fast enough, this tends to $\mathcal D L$, with $\mathcal D=C_0+2\sum_{k\ge1}C_k$. Since $\gamma=S_L/L$,

$$\sigma_\gamma=\sqrt{\mathcal D/L}.$$

For $M=4$, blocks of 650 and 200 slices had a variance ratio of $3.314$, against a length ratio of $3.250$. The 2% excess gives no sign of long-range correlation at these lengths.

The production bars used $E=0$, $q=10$ and six disorder strengths from $14\,t$ to $19\,t$. The first 100 slices of each bar were discarded, and all bars had independent disorder. For each width, the variance between bars was averaged over the six strengths and divided by the number of bars. With $\Gamma=M\gamma_{\min}$, the errors were as follows.

| $M$ | Bars per $W$ | Slices per bar | $\sigma_\Gamma$ |
|---:|---:|---:|---:|
| 4 | 16 | 2600 | 0.012 |
| 6 | 6 | 2000 | 0.027 |
| 8 | 6 | 700 | 0.057 |

These errors give $\mathcal D=(\sigma_\Gamma/M)^2L_{\rm total}$. For $M=8$, $L_{\rm total}=4200$ and $\mathcal D\approx0.21$. The mean exponent over the six strengths is about $0.22$, so $\mathcal D/\gamma_{\min}\approx1$. The other widths give about $0.9$. Near the transition, these data therefore suggest the planning rule

$$\frac{\sigma_\gamma}{\gamma_{\min}}\approx\sqrt{\frac{\lambda_M}{L_{\rm total}}}.$$

Because $\mathcal D$ grows roughly with $\gamma_{\min}$, the single $\sigma_\Gamma$ per width is about 10% too large at $14\,t$ and 10% too small at $19\,t$. An error of $0.1\%$ needs about $10^6$ localization lengths. At criticality $\lambda_M\propto M$, and dense QR costs a time proportional to $N^3=M^6$ at fixed $q$. The QR work at fixed relative error therefore grows as $M^7$.

## 6. From a bar to the bulk transition

A bar of finite width is localized even when the bulk is metallic. The transition appears in how $\lambda_M$ changes with $M$, and $\Gamma=M/\lambda_M$ compares the two lengths.

In a bulk insulator with localization length $\xi$, a wide bar has $\lambda_M\to\xi$, so $\Gamma\simeq M/\xi$ rises. In a metal of conductivity $\sigma$, the dimensionless conductance of a bar is of order $\sigma M^2/L$. Localization sets in when this falls to order one, hence $\lambda_M\sim\sigma M^2$ and $\Gamma\sim1/(\sigma M)$ falls. Between these cases, $\Gamma$ tends to a constant $\Gamma_c$.

The one-parameter scaling hypothesis states that, for large enough $M$,

$$\frac{d\ln\Gamma}{d\ln M}=\beta(\ln\Gamma).$$

This is a well-supported hypothesis, not a consequence of the QR algorithm. The limits above correspond to $\beta=1$ and $\beta=-1$. Near the zero of $\beta$, put $u=\ln(\Gamma/\Gamma_c)$ and call the positive slope $1/\nu$. Then

$$\frac{du}{d\ln M}=\frac{u}{\nu}
\quad\Rightarrow\quad u=u_0M^{1/\nu}.$$

For a finite system $u_0$ varies smoothly with $W$ and vanishes at $W_c$, so to leading order $u_0\propto W-W_c$. Expanding $\Gamma=\Gamma_ce^u$ leads to the fitting form

$$\Gamma=\Gamma_c+ax+bx^2,\qquad x=(W-W_c)M^{1/\nu}.$$

The coefficient $b$ is left free because it also absorbs curvature of $\beta$. Setting $|x|\propto(M/\xi)^{1/\nu}$ gives $\xi\propto|W-W_c|^{-\nu}$, so $\nu$ is the exponent of the diverging bulk length.

Two disorder strengths far from the transition show the opposite trends. From $M=4$ to $6$, $\Gamma$ fell from $0.435$ to $0.313$ at $W=8\,t$ and rose from $2.958$ to $3.515$ at $24\,t$. Each value comes from only eight bars of 1000 slices, so the mean logarithmic slopes below are uncertain by roughly $\pm0.15$ at $8\,t$ and $\pm0.05$ at $24\,t$; their signs are secure:

$$\frac{\ln(0.313/0.435)}{\ln(6/4)}=-0.81,\qquad
\frac{\ln(3.515/2.958)}{\ln(6/4)}=0.43.$$

The second is well below the insulating limit of 1: these bars are too narrow for $\lambda_M$ to have settled at $\xi$.

Closed cubes test the two regimes without transfer matrices. For adjacent level gaps, take the smaller divided by the larger. Extended states with time-reversal symmetry repel and give a mean near $0.53$. Independent levels give $2\ln2-1=0.386$. In 80 cubes of $6^3$ sites, using the middle third of the levels, the mean was $0.535\pm0.004$ at $8\,t$ and $0.476\pm0.005$ at $24\,t$. Repulsion is clearly weaker at strong disorder, although the small cubes remain far from the independent-level limit.

## 7. Locating the crossing

The production results for $\Gamma$ are:

| $W/t$ | $M=4$ | $M=6$ | $M=8$ |
|---:|---:|---:|---:|
| 14 | 1.289 | 1.199 | 1.123 |
| 15 | 1.462 | 1.356 | 1.392 |
| 16 | 1.612 | 1.592 | 1.573 |
| 17 | 1.793 | 1.842 | 1.894 |
| 18 | 1.945 | 2.070 | 2.112 |
| 19 | 2.151 | 2.315 | 2.394 |

At $W=16\,t$, $\lambda_4=4/1.612=2.48$ and $\lambda_8=8/1.573=5.09$: doubling the width roughly doubles the localization length, as expected near criticality. At $15\,t$ the values for $M=6$ and $8$ are in the order opposite to that of a metal. Their difference, $0.036$, is smaller than its error, $\sqrt{0.027^2+0.057^2}=0.063$, so it has no significance.

A separate quadratic through each column avoids assuming a power law in $M$. The crossings are $16.36\pm0.35\,t$ for $M=4,6$ and $16.05\pm0.41\,t$ for $M=4,8$. The joint scaling fit gives

$$W_c=(16.22\pm0.20)\,t,\quad
\nu=1.57\pm0.15,\quad
\Gamma_c=1.652\pm0.035,$$

with statistical errors only. The fit thus gives $\lambda_M/M=1/\Gamma_c=0.605$ at its estimate of the transition. Published high-precision work on periodic bars finds $\Gamma_c$ near $1.73$, a ratio near $0.58$; the fitted $\Gamma_c$ is more than two errors lower, partly because $\Gamma$ rises with $W$ and the fitted $W_c$ is low. The fit has $\chi^2=9.1$ for 13 degrees of freedom and a relative rms residual of $1.4\%$.

The uncertainty of a crossing follows from its geometry. If two curves have errors $\sigma_1,\sigma_2$ and slopes $g_1,g_2$, a vertical displacement moves their intersection by that displacement divided by the slope difference:

$$\sigma_W=\frac{\sqrt{\sigma_1^2+\sigma_2^2}}{|g_2-g_1|}.$$

At $W_c$ the slope is $aM^{1/\nu}$. With the fitted $a=0.0699$, it is $0.169$ for $M=4$ and $0.263$ for $M=8$. One pair of points would therefore give $0.058/0.094=0.62\,t$. Using all six strengths reduces this to the quoted $0.41\,t$. The crossing is hard to locate because the curves meet at a small angle.

## 8. Bias from narrow bars

Corrections to scaling add a term that vanishes with width. Near the transition, write

$$\Gamma_M=\Gamma_c+a(W-W_c)M^{1/\nu}+cM^{-y},\qquad y>0.$$

Equating the values for widths $M_1$ and $M_2$, cancelling $\Gamma_c$ and collecting the terms in $W-W_c$ gives

$$W_\times-W_c=
\frac{c\,(M_1^{-y}-M_2^{-y})}
{a\,(M_2^{1/\nu}-M_1^{1/\nu})}.$$

The shift vanishes for wide bars, but longer bars at fixed widths leave it unchanged. If the correction differed by $0.02$ between $M=4$ and $8$, only about $1\%$ of $\Gamma_c$, the crossing would move by $0.02/0.094=0.21\,t$. That is about as large as the statistical error of the joint fit. The present data cannot determine $c$ and $y$, and a good $\chi^2$ does not exclude such a bias. The two pair crossings differ by $0.31\,t$, less than either error, so no drift is resolved.

The accepted location near $16.5\,t$ lies $0.28\,t$ above the fit, or $1.4$ statistical errors. The calculation supports a transition in this region but does not establish the third digit of $W_c$. The value of $\nu$ carries a 10% statistical error and an undetermined bias. A sharper result needs wider bars, in which the correction term is smaller, and longer bars at every width, so that the sampling error is small enough for the remaining correction to be fitted.

These values belong to uniform, uncorrelated disorder at the band centre, without interactions, in bars with periodic sides. Open sides change $\Gamma_c$, but not the bulk $W_c$. Another distribution or energy generally moves $W_c$. A magnetic field or spin–orbit coupling changes the symmetry of the problem, so the fitted $\nu$ and $\Gamma_c$ should not be carried over. The numerical output lists the production values of $\Gamma$ to four decimals.

## Computed values

```
Clean bar M=4, E=7 t: smallest gamma = 0.962424 per site
Clean bar: analytic smallest gamma = 0.962424 per site
Clean bar: largest error of 16 exponents = 1.0e-15
Dense check M=3, W=16.5 t: max error of ln|det| = 8.3e-12
Green-function decay, 24 bars = 0.5079 per site
QR gamma for the same bars = 0.5152 per site
Full M=3 spectrum: central pair = -0.5266, 0.5255 per site
Full M=3 spectrum: largest pair sum = 1.1e-03 per site
QR every 2 slices, M=4: gamma_min = 0.41291888 per site
QR every 10 slices, M=4: gamma_min = 0.41291888 per site
QR every 60 slices, M=4: gamma_min = 0.98446553 per site
Same bar: largest gamma = 1.6044 per site
W=8 t: Gamma(M=4) = 0.435, Gamma(M=6) = 0.313
W=24 t: Gamma(M=4) = 2.958, Gamma(M=6) = 3.515
6x6x6 cubes, W=8 t: mean gap ratio = 0.5348 +/- 0.0041
6x6x6 cubes, W=24 t: mean gap ratio = 0.4760 +/- 0.0045
M=4: 16 bars of 2600 slices per W, error of Gamma = 0.0119
Variance ratio for 650- and 200-slice blocks = 3.314; length ratio = 3.250
M=6: 6 bars of 2000 slices per W, error of Gamma = 0.0274
M=8: 6 bars of 700 slices per W, error of Gamma = 0.0568
W=14 t: Gamma(M=4,6,8) = 1.2886, 1.1987, 1.1232
W=15 t: Gamma(M=4,6,8) = 1.4617, 1.3559, 1.3918
W=16 t: Gamma(M=4,6,8) = 1.6120, 1.5923, 1.5733
W=17 t: Gamma(M=4,6,8) = 1.7933, 1.8420, 1.8937
W=18 t: Gamma(M=4,6,8) = 1.9446, 2.0696, 2.1119
W=19 t: Gamma(M=4,6,8) = 2.1506, 2.3149, 2.3935
Crossing M=4,6: W = 16.36 +/- 0.35 t
Crossing M=4,8: W = 16.05 +/- 0.41 t
Scaling fit: Wc = 16.22 +/- 0.20 t (statistical)
Scaling fit: nu = 1.57 +/- 0.15 (statistical)
Scaling fit: Gamma_c = 1.652 +/- 0.035
Critical localization length / M = 0.605
Scaling fit: a = 0.0699, b = 0.00055 (W in units of t)
Scaling fit: chi squared = 9.1 for 13 degrees of freedom
Scaling fit: relative rms residual = 1.42 %
```
